# The Galitskii-Migdal energy as a Matsubara sum, with its tail

## 1. Definitions and conventions

Electrons occupy a finite orthonormal set of spin orbitals $i$. The Hamiltonian is $H=H_0+V$, with

$$H_0=\sum_{ij}h_{ij}c_i^\dagger c_j,\qquad V=\tfrac12\sum_{ijkl}v_{ijkl}\,c_i^\dagger c_j^\dagger c_l c_k .$$

Here $v_{ijkl}=\langle ij|v|kl\rangle$, so exchanging the two particles gives $v_{ijkl}=v_{jilk}$. Averages are taken in the grand-canonical ensemble of $K=H-\mu N$ at temperature $T>0$, with $\hbar=k_B=1$ and $\beta=1/T$. Traces run over spin orbitals, and therefore include spin.

With $c_i(\tau)=e^{K\tau}c_ie^{-K\tau}$, the Green's function is

$$G_{ij}(\tau)=-\langle T_\tau c_i(\tau)c_j^\dagger(0)\rangle .$$

For $\tau<0$ the ordering exchanges the two operators and changes the sign. Hence

$$G_{ij}(0^-)=\langle c_j^\dagger c_i\rangle\equiv P_{ij},\qquad G(0^+)=P-1 .$$

The Matsubara frequencies are $\omega_n=(2n+1)\pi T$ for all integers $n$, and

$$G(i\omega_n)=\int_0^\beta d\tau\,e^{i\omega_n\tau}G(\tau),\qquad G(\tau)=T\sum_n e^{-i\omega_n\tau}G(i\omega_n).$$

The self-energy is defined by Dyson's equation, $\Sigma=i\omega+\mu-h-G^{-1}$. It is split into its high-frequency limit and the rest, $\Sigma=\Sigma_\infty+\Sigma_c(i\omega)$, and $F=h+\Sigma_\infty$. The formula to be derived is

$$\boxed{\langle H\rangle=\tfrac12\mathrm{Tr}[(h+F)P]+\tfrac T2\sum_n\mathrm{Tr}[\Sigma_c(i\omega_n)G(i\omega_n)]}$$

The left side is $\langle H\rangle$, not $\langle H-\mu N\rangle$.

## 2. The interaction energy from a commutator

The one-body part gives $[c_i,H_0]=\sum_jh_{ij}c_j$. For the interaction, move $c_i$ to the right through two creators:

$$c_ic_a^\dagger c_b^\dagger=\delta_{ia}c_b^\dagger-\delta_{ib}c_a^\dagger+c_a^\dagger c_b^\dagger c_i .$$

Passing the two annihilators costs no sign, so the last term cancels in the commutator:

$$[c_i,V]=\tfrac12\sum_{bkl}v_{ibkl}c_b^\dagger c_lc_k-\tfrac12\sum_{akl}v_{aikl}c_a^\dagger c_lc_k .$$

In the second sum use $v_{aikl}=v_{ialk}$ and $c_lc_k=-c_kc_l$, then exchange the names $k$ and $l$. It becomes equal to the first, and

$$[c_i,V]=\sum_{jkl}v_{ijkl}c_j^\dagger c_lc_k,\qquad \sum_ic_i^\dagger[c_i,V]=2V .\tag{1}$$

The factor 2 counts the two creators in $V$, either of which can be contracted with $c_i$.

## 3. From the equation of motion to $\Sigma G$

Since $\partial_\tau c_i=-[c_i,K]$, and since $G$ jumps by $-1$ at $\tau=0$,

$$(-\partial_\tau+\mu-h)G(\tau)=\delta(\tau)+Q(\tau),\qquad Q_{ij}(\tau)=-\langle T_\tau[c_i,V](\tau)c_j^\dagger(0)\rangle .$$

In frequency space $-\partial_\tau$ becomes $i\omega_n$, so $(i\omega_n+\mu-h)G=1+Q$. Dyson's equation multiplied by $G$ from the right reads $(i\omega_n+\mu-h)G=1+\Sigma G$. Therefore $Q(i\omega_n)=\Sigma G$.

At $\tau=0^-$ the definition gives $Q_{ij}(0^-)=\langle c_j^\dagger[c_i,V]\rangle$. Its trace is $2\langle V\rangle$ by (1), and so

$$2\langle V\rangle=T\sum_ne^{i\omega_n0^+}\mathrm{Tr}[\Sigma(i\omega_n)G(i\omega_n)] .\tag{2}$$

The factor $e^{i\omega_n0^+}$ records that $\tau$ approaches zero from below. Whether it can be dropped depends on the behaviour at high frequency.

## 4. High-frequency expansion of $G$

Let $K|a\rangle=E_a|a\rangle$, with probabilities $p_a$. For $\tau>0$ insert a complete set of states $|b\rangle$ in $G$. The time integral, with $e^{i\omega_n\beta}=-1$ and $e^{\beta(E_a-E_b)}=p_b/p_a$, gives the Lehmann form

$$G_{ij}(i\omega)=\sum_{ab}(p_a+p_b)\frac{\langle a|c_i|b\rangle\langle b|c_j^\dagger|a\rangle}{i\omega-\varepsilon_{ba}},\qquad\varepsilon_{ba}=E_b-E_a .$$

For any vector $x\neq0$, the imaginary part of $x^\dagger Gx$ is nonzero with sign opposite to $\omega$. Thus $G$ is invertible at every Matsubara frequency.

When $|\omega|$ exceeds all $|\varepsilon_{ba}|$, a geometric series in $z=i\omega$ gives

$$G=\sum_{k\ge0}\frac{M_k}{z^{k+1}},\qquad (M_k)_{ij}=\sum_{ab}(p_a+p_b)\,\varepsilon_{ba}^k\,\langle a|c_i|b\rangle\langle b|c_j^\dagger|a\rangle .$$

The $M_k$ are Hermitian. Each factor $\varepsilon_{ba}$ can be absorbed by a commutator, because $\langle a|[c_i,K]|b\rangle=\varepsilon_{ba}\langle a|c_i|b\rangle$. Hence $M_0=1$ and

$$(M_1)_{ij}=\langle\{[c_i,K],c_j^\dagger\}\rangle,\qquad (M_2)_{ij}=\langle\{[c_i,K],[c_j,K]^\dagger\}\rangle .$$

Inverting the series through second order,

$$G^{-1}=z-M_1-\frac{M_2-M_1^2}{z}+O(z^{-2}) .$$

Inserting this in the definition of $\Sigma$ yields

$$\Sigma_\infty=M_1+\mu-h,\qquad \Sigma_c=\frac{\Sigma_1}{i\omega}+O(\omega^{-2}),\qquad \Sigma_1=M_2-M_1^2 .\tag{3}$$

In particular, $M_1=F-\mu$.

## 5. The two coefficients

**The static part.** By (1), $M_1$ requires the anticommutator of $c_j^\dagger c_lc_k$ with $c_m^\dagger$. Moving $c_m^\dagger$ to the left through the annihilators gives

$$c_lc_kc_m^\dagger=\delta_{km}c_l-\delta_{lm}c_k+c_m^\dagger c_lc_k .$$

After multiplication by $c_j^\dagger$ from the left, the last term is $-c_m^\dagger c_j^\dagger c_lc_k$, which cancels the other half of the anticommutator. Two terms remain, $\delta_{km}c_j^\dagger c_l-\delta_{lm}c_j^\dagger c_k$. Averaging them and renaming one index,

$$(\Sigma_\infty)_{im}=\sum_{jl}(v_{ijml}-v_{ijlm})P_{lj} .$$

These are the direct and exchange terms of Hartree-Fock theory, evaluated with the density matrix of the interacting system. If $F$ were built from another density matrix, the remainder $\Sigma-(F-h)$ would in general tend to a nonzero constant, and its product with $G$ would fall only as $1/\omega$.

**The dynamical part.** Define $A_i=[c_i,H]-\sum_jF_{ij}c_j$, which equals $[c_i,K]-\sum_j(M_1)_{ij}c_j$. Expanding the anticommutator gives one term $M_2$, two cross terms $-M_1^2$ and one term $+M_1^2$:

$$\langle\{A_i,A_j^\dagger\}\rangle=(M_2-M_1^2)_{ij}=(\Sigma_1)_{ij} .$$

For any vector $x$, set $B=\sum_ix_i^*A_i$. Then $x^\dagger\Sigma_1x=\langle BB^\dagger+B^\dagger B\rangle\ge0$, so $\mathrm{Tr}\,\Sigma_1\ge0$. The operator $A_i$ is the part of the motion of $c_i$ that the mean field $F$ does not describe, and $\Sigma_1$ measures its size. It is an equal-time average. The six-operator terms cancel in the anticommutator of two products of three operators, so at most two-particle averages are needed.

## 6. The energy formula

Split (2) into its static and dynamical parts. In the static part the factor $e^{i\omega_n0^+}$ selects $G(0^-)=P$, and the contribution is $\mathrm{Tr}[\Sigma_\infty P]$. The factor is essential here. A symmetric sum without it converges to the mean of the two sides of the jump,

$$\tfrac12[G(0^-)+G(0^+)]=P-\tfrac12 ,$$

and the energy would be wrong by $-\tfrac14\mathrm{Tr}\,\Sigma_\infty$.

In the dynamical part, $\Sigma_c$ and $G$ each fall as $1/\omega$. Their product falls as $1/\omega^2$ and its sum converges absolutely. The convergence factor has modulus one, so its limit may be taken term by term, and it drops out:

$$2\langle V\rangle=\mathrm{Tr}[\Sigma_\infty P]+T\sum_n\mathrm{Tr}[\Sigma_cG] .$$

Adding $\langle H_0\rangle=\mathrm{Tr}[hP]$ to half of this, and using $h+\tfrac12\Sigma_\infty=\tfrac12(h+F)$, gives the boxed formula.

The static term is the Hartree-Fock energy expression evaluated at the exact $P$. It equals the self-consistent Hartree-Fock energy when $P$ coincides with the Hartree-Fock density matrix, and in general it differs from it. The dynamical term is $\langle V\rangle-\tfrac12\mathrm{Tr}[\Sigma_\infty P]$, the part of the interaction energy that the one-particle density matrix does not supply through direct and exchange terms.

## 7. The tail of the sum

Since $\Sigma_c=z-M_1-G^{-1}$, the product needed is

$$\Sigma_cG=(z-M_1)G-1=\sum_{k\ge2}\frac{M_k-M_1M_{k-1}}{z^k} .$$

The term $k=1$ vanishes because $M_0=1$. Write $c_k=\mathrm{Tr}[M_k-M_1M_{k-1}]$, which is real because the moments are Hermitian. With $z^2=-\omega^2$ and $c_2=\mathrm{Tr}\,\Sigma_1$,

$$\mathrm{Tr}[\Sigma_cG]=-\frac{\mathrm{Tr}\,\Sigma_1}{\omega^2}+\frac{c_3}{(i\omega)^3}+\frac{c_4}{\omega^4}+\cdots\tag{4}$$

Keep the $2N$ terms $n=-N,\dots,N-1$ and call the resulting energy $E_N$. The window is symmetric, so odd powers cancel between $\omega_n$ and $-\omega_n$. With the trigamma function $\psi'(x)=\sum_{m\ge0}(x+m)^{-2}$, the omitted terms contain

$$2\sum_{n\ge N}\frac1{\omega_n^2}=\frac{2}{(2\pi T)^2}\sum_{n\ge N}\frac1{(n+\frac12)^2}=\frac{\psi'(N+\frac12)}{2\pi^2T^2} .$$

Multiplication by $-\tfrac T2\mathrm{Tr}\,\Sigma_1$ gives the leading omitted energy:

$$E_{\rm tail}(N)=-\frac{\mathrm{Tr}\,\Sigma_1}{4\pi^2T}\,\psi'(N+\tfrac12)\simeq-\frac{\mathrm{Tr}\,\Sigma_1}{2\pi\Omega_N},\qquad\Omega_N=2\pi NT .\tag{5}$$

The last form replaces the sum over $(n+\tfrac12)^{-2}$ by $\int_N^\infty dx/x^2=1/N$. This replacement has an error of order $1/N^3$, so the trigamma form is the one to use when the tail is added to $E_N$. The summand thus falls as $1/\omega^2$, but the truncated sum converges only as $1/N$. For $\mathrm{Tr}\,\Sigma_1>0$ and large $N$, truncation puts the energy too high.

Adding the tail in its trigamma form leaves the $c_4$ term as the leading error:

$$E_N+E_{\rm tail}-\langle H\rangle\simeq-\frac{T\,c_4}{(2\pi T)^4}\sum_{n\ge N}\frac1{(n+\frac12)^4}\simeq-\frac{c_4}{6\pi\Omega_N^3} ,\tag{6}$$

where the sum was replaced by $1/(3N^3)$. The error now falls as $1/N^3$. The last forms of (5) and (6) assume $N\gg1$. With that understood, both estimates hold when $\Omega_N$ is large compared with the excitation energies $|\varepsilon_{ba}|$ that carry weight in $\mathrm{Tr}[\Sigma_cG]$. These are among the poles of $G$, but a level decoupled from the interacting orbitals drops out of the trace. For given coefficients $\mathrm{Tr}\,\Sigma_1$ and $c_4$ the cutoff $\Omega_N$ sets the accuracy. If they tend to nonzero limits at low temperature, the necessary $N=\Omega_N/(2\pi T)$ grows as $1/T$. This does not apply when they vanish as $T\to0$, as they do when the interacting orbitals become completely filled or empty.

## 8. Hubbard interaction

Let $V=U\sum_in_{i\uparrow}n_{i\downarrow}$, and let $h$ conserve each spin. The commutator is $[c_{i\sigma},V]=Un_{i,-\sigma}c_{i\sigma}$, and the mean field replaces $n_{i,-\sigma}$ by its average. Thus

$$A_{i\sigma}=U\,(n_{i,-\sigma}-\langle n_{i,-\sigma}\rangle)\,c_{i\sigma} .$$

Densities of spin $-\sigma$ commute with $c_{j\sigma}$, so for equal spins the anticommutator contains $\{c_{i\sigma},c_{j\sigma}^\dagger\}=\delta_{ij}$. For opposite spins the average vanishes by spin conservation. With $n^2=n$ for a fermion occupation,

$$(\Sigma_1)_{i\sigma,j\sigma'}=\delta_{ij}\delta_{\sigma\sigma'}\,U^2\langle n_{i,-\sigma}\rangle(1-\langle n_{i,-\sigma}\rangle) .$$

The leading tail (5) comes from the fluctuating occupation of the opposite spin, and the mean densities determine its coefficient $\mathrm{Tr}\,\Sigma_1$. The next coefficient, $c_4$, is not fixed by them and depends also on the hopping.

## 9. A two-site example

Take two Hubbard sites with hopping matrix element $-t$, $U=4$, site energies $-0.5$ and $0.5$, $\mu=1$ and $T=0.25$. All energies are in units of $t$. The 16 Fock states are few enough for $K$ to be diagonalized numerically. This gives the averages, the Lehmann sum for $G$, and $\Sigma_c$ by matrix inversion.

The occupations per spin are $n_1=0.514703$ and $n_2=0.442351$, and $P_{12}=0.319664$ for each spin. The one-body energy, with a factor 2 for spin, is

$$\mathrm{Tr}[hP]=2[-0.5n_1+0.5n_2-2P_{12}]=-1.35101 .$$

The double occupancies are $0.093888$ and $0.040732$, so $\langle V\rangle=4(0.134620)=0.53848$ and $\langle H\rangle=-0.81253$.

In the energy formula the static interaction term is $U(n_1^2+n_2^2)=1.84238$. The static part is therefore $-1.35101+1.84238=0.49137$. The Matsubara sum, taken to $N=8192$ with its tail added, gives $-1.30389$. The total is $-0.81253$, in agreement with the direct average. The dynamical term is large because the sites are doubly occupied much less often than $n_i^2$ would imply.

For the tail, $16\,n_1(1-n_1)=3.99654$ and $16\,n_2(1-n_2)=3.94683$. Summing over both spins gives $\mathrm{Tr}\,\Sigma_1=15.8867$. The quantity $-\omega_n^2\,\mathrm{Re}\,\mathrm{Tr}[\Sigma_cG]$ is $1.147$ at $n=0$, $15.546$ at $n=16$ and $15.885$ at $n=256$. The asymptotic law is thus poor at the lowest frequency and accurate at high ones.

The errors below are differences from the direct $\langle H\rangle$, in units of $t$.

| $N$ | $E_N-\langle H\rangle$ | $E_{\rm tail}$ | error with tail |
|---:|---:|---:|---:|
| 8 | $0.19513$ | $-0.20095$ | $-5.8\times10^{-3}$ |
| 32 | $0.05020$ | $-0.05030$ | $-9.8\times10^{-5}$ |
| 64 | $0.02514$ | $-0.02515$ | $-1.23\times10^{-5}$ |
| 128 | $0.01257$ | $-0.01258$ | $-1.54\times10^{-6}$ |

From $N=64$ to $128$ the bare error falls by a factor $2.00$ and the corrected one by $7.99$, as $1/N$ and $1/N^3$ require. The moments give $c_4=235.3$, for which (6) predicts $-1.54\times10^{-6}$ at $N=128$. At $N=8$ the tail reduces the error from 15% to 0.45% of the magnitude of the dynamical term. The bare sum needs $N=277$ to do as well.

## 10. Conditions of validity

The equality with $\langle H\rangle$ rests on the exact equation of motion. With an approximate self-energy the formula defines an energy estimate, and the derivation does not guarantee that it agrees with other estimates. If the approximate $\Sigma_c$ behaves as $S/(i\omega)$ and $G$ as $1/(i\omega)$, the tail follows from (5) with $\mathrm{Tr}\,S$ in place of $\mathrm{Tr}\,\Sigma_1$.

The finite basis guarantees that all moments exist and that the excitation energies are bounded. In an infinite basis neither is assured, and the powers in (4) must be established for the interaction at hand.

Numerical values quoted here were computed with a short program.
